# Surface-roughness scattering in an inversion layer from a displaced infinite wall

## 1. What fails for an infinite wall

Electrons in an inversion layer are pressed against an oxide whose surface is not flat. To find how this roughness limits their motion, one needs the matrix element between two in-plane wave vectors. If the wall is taken as infinite from the start, ordinary perturbation theory in the added barrier potential does not supply it.

Let the oxide first be a barrier of finite height \(U_0\), much larger than the electron energies. Moving its surface from \(z=0\) to \(z=\Delta>0\) adds a potential close to \(U_0\) in the strip \(0<z<\Delta\). The first-order energy is

\[
\delta E\simeq U_0\int_0^\Delta \zeta^2(z)\,dz ,
\]

where \(\zeta\) is the bound-state function of the flat surface. If \(U_0\to\infty\) is taken first, then \(\zeta\simeq\zeta'(0)z\), and the expression becomes \(U_0\zeta'(0)^2\Delta^3/3\), which diverges.

If \(U_0\) is kept finite, \(\zeta\) decays into the barrier as \(e^{\kappa z}\), with \(\kappa^2\simeq2m_zU_0/\hbar^2\) for equal masses on both sides. Hence \(\zeta(0)=\zeta'(0)/\kappa\), and for \(\kappa\Delta\ll1\)

\[
\delta E\simeq U_0\,\frac{\zeta'(0)^2}{\kappa^2}\,\Delta=\frac{\hbar^2}{2m_z}\zeta'(0)^2\Delta .
\]

This is finite, but the condition \(\kappa\Delta\ll1\) is lost when \(U_0\to\infty\) at fixed \(\Delta\). The coefficient of \(\Delta\) can still be found by letting \(\Delta\to0\) before \(U_0\to\infty\). The derivation below instead starts from the infinite wall and needs no such ordering of limits.

## 2. Model and conventions

The semiconductor fills \(z>\Delta(\mathbf r)\), with \(\mathbf r=(x,y)\), and \(\psi=0\) on the surface \(z=\Delta(\mathbf r)\). Inside,

\[
H=-\frac{\hbar^2}{2m_p}\nabla^2-\frac{\hbar^2}{2m_z}\frac{\partial^2}{\partial z^2}+V(z),
\]

where \(\nabla\) acts in the plane, and \(m_p\) and \(m_z\) are the in-plane and normal masses. The electron potential energy \(V\) rises into the semiconductor. It is held fixed when the wall moves, and is continued smoothly to the slightly negative \(z\) reached where \(\Delta<0\).

For the flat wall, the subband functions \(\zeta_i\) are real and normalized, and satisfy

\[
-\frac{\hbar^2}{2m_z}\zeta_i''+V\zeta_i=E_i\zeta_i,\qquad \zeta_i(0)=0,\qquad \zeta_i'(0)>0 .
\]

The last condition fixes their signs. The roughness amplitude over an area \(A\) is

\[
\Delta_{\mathbf q}=\frac1A\int\Delta(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}\,d^2r,\qquad
\Delta(\mathbf r)=\sum_{\mathbf q}\Delta_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}.
\]

The effective field \(F_i\) of subband \(i\) is defined by the mean force

\[
eF_i=\langle i|V'|i\rangle=\int_0^\infty\zeta_i^2V'\,dz .
\]

## 3. Flattening the wall

Put \(u=z-\Delta(\mathbf r)\) and \(\phi(\mathbf r,u)=\psi(\mathbf r,u+\Delta(\mathbf r))\). The wall is now at \(u=0\) everywhere. At fixed \(\mathbf r\), \(du=dz\), so the Jacobian is one and normalization is unchanged.

An in-plane derivative at fixed \(z\) also changes \(u\). The chain rule therefore replaces \(\nabla\) by \(\nabla-(\nabla\Delta)\partial_u\). Applying this twice, and letting the left factor act on \(\nabla\Delta\) as well, gives

\[
\left[\nabla-(\nabla\Delta)\partial_u\right]^2
=\nabla^2-2\nabla\Delta\cdot\nabla\,\partial_u-(\nabla^2\Delta)\partial_u+|\nabla\Delta|^2\partial_u^2 .
\]

The potential becomes \(V(u+\Delta)=V(u)+\Delta V'(u)+\dots\). After multiplication of the kinetic part by \(-\hbar^2/2m_p\), the terms linear in \(\Delta\) are

\[
H_1=\Delta V'(u)+\frac{\hbar^2}{2m_p}\left[2\nabla\Delta\cdot\nabla+\nabla^2\Delta\right]\partial_u .
\]

The boundary condition is now that of the flat wall, and \(H_1\) is a finite perturbation. The first term is the change of potential felt by an electron carried along with the wall. The second arises because motion along the plane at fixed \(u\) follows the slope of the surface.

## 4. Matrix elements between plane waves

Take the initial state \(A^{-1/2}e^{i\mathbf k\cdot\mathbf r}\zeta_j(u)\) and the final state \(A^{-1/2}e^{i\mathbf k'\cdot\mathbf r}\zeta_i(u)\). The in-plane integral selects the Fourier component \(\mathbf q=\mathbf k'-\mathbf k\). For this component, \(\nabla\Delta\) contributes \(i\mathbf q\Delta_{\mathbf q}\), and \(\nabla\) acting on the initial state contributes \(i\mathbf k\). The bracket in \(H_1\) becomes

\[
2(i\mathbf q)\cdot(i\mathbf k)+(i\mathbf q)^2=-(2\mathbf q\cdot\mathbf k+q^2)=-(k'^2-k^2),
\]

because \(k'^2=|\mathbf k+\mathbf q|^2\). Thus

\[
M_{ij}=\Delta_{\mathbf q}\left[\langle i|V'|j\rangle-\frac{\hbar^2}{2m_p}(k'^2-k^2)\langle i|\partial_u|j\rangle\right].
\]

**Within one subband.** The function vanishes at both ends, so

\[
\langle i|\partial_u|i\rangle=\int_0^\infty\zeta_i\zeta_i'\,du=\tfrac12\left[\zeta_i^2\right]_0^\infty=0 .
\]

The slope term drops out, leaving

\[
\boxed{M_{ii}=eF_i\,\Delta_{\mathbf q}}
\]

The coefficient of the term linear in \(\Delta\) has this form for every \(\mathbf q\); the wavelength need not be long compared with the layer thickness. The linear term is sufficient only while the slope \(q\Delta\) is small: for the sinusoidal wall of Section 8, the splitting falls below the first-order value by about 1% at \(Q=10\ \mathrm{nm^{-1}}\), \(a_0=0.01\) nm, and by about 13% at \(Q=4\ \mathrm{nm^{-1}}\), \(a_0=0.1\) nm. The sign is positive because a wall displaced into the semiconductor pushes electrons up the potential.

**Between subbands.** Elastic scattering requires

\[
E_i+\frac{\hbar^2k'^2}{2m_p}=E_j+\frac{\hbar^2k^2}{2m_p}
\quad\Rightarrow\quad
\frac{\hbar^2}{2m_p}(k'^2-k^2)=E_j-E_i .
\]

Insertion gives

\[
M_{ij}=\Delta_{\mathbf q}\left[\langle i|V'|j\rangle+(E_i-E_j)\langle i|\partial_u|j\rangle\right].
\]

## 5. The wall slope

The bracket can be written in terms of the slopes at the wall. Differentiate the equation for \(\zeta_j\), multiply by \(\zeta_i\), and integrate:

\[
-\frac{\hbar^2}{2m_z}\int_0^\infty\zeta_i\zeta_j'''\,du+\langle i|V'|j\rangle+\int_0^\infty\zeta_iV\zeta_j'\,du=E_j\langle i|\partial_u|j\rangle .
\]

Two integrations by parts give

\[
\int_0^\infty\zeta_i\zeta_j'''\,du
=\left[\zeta_i\zeta_j''\right]_0^\infty-\left[\zeta_i'\zeta_j'\right]_0^\infty+\int_0^\infty\zeta_i''\zeta_j'\,du
=\zeta_i'(0)\zeta_j'(0)+\int_0^\infty\zeta_i''\zeta_j'\,du .
\]

The first boundary term vanishes because \(\zeta_i(0)=0\); the second survives at the wall. The remaining integrals combine into

\[
\int_0^\infty\left(-\frac{\hbar^2}{2m_z}\zeta_i''+V\zeta_i\right)\zeta_j'\,du=E_i\langle i|\partial_u|j\rangle .
\]

Collecting terms,

\[
\frac{\hbar^2}{2m_z}\zeta_i'(0)\zeta_j'(0)=\langle i|V'|j\rangle+(E_i-E_j)\langle i|\partial_u|j\rangle .
\]

The right side is the bracket found in Section 4. For \(i=j\) it reads \((\hbar^2/2m_z)\zeta_i'(0)^2=eF_i\): the force exerted by the wall balances the mean force of the field. Since both slopes are positive, the energy-conserving element is

\[
\boxed{M_{ij}=\frac{\hbar^2}{2m_z}\zeta_i'(0)\zeta_j'(0)\,\Delta_{\mathbf q}=e\sqrt{F_iF_j}\,\Delta_{\mathbf q}}
\]

For a uniform displacement, the diagonal case gives \(dE_i/d\Delta=eF_i\). This agrees with the finite-barrier estimate of Section 1.

## 6. The effective field and the carrier density

Assume that the depletion charge lies well beyond the inversion layer, so that its field is uniform there. Let \(N_d\) and \(N_s\) be the depletion and inversion densities per area, and \(\varepsilon\) the permittivity. With one occupied subband, Gauss's law gives

\[
V'(z)=eF(z),\qquad
F(z)=\frac e\varepsilon\left[N_d+N_sP(z)\right],\qquad
P(z)=\int_z^\infty\zeta_1^2\,dz' .
\]

This is the Hartree potential without image terms. Because \(P'=-\zeta_1^2\),

\[
\int_0^\infty\zeta_1^2P\,dz=-\int_0^\infty PP'\,dz=\tfrac12\left[P(0)^2-P(\infty)^2\right]=\tfrac12 .
\]

Therefore

\[
F_1=\frac e\varepsilon\left(N_d+\frac{N_s}{2}\right).
\]

The factor one half does not depend on the shape of \(\zeta_1\).

With several occupied subbands of densities \(N_i\), set \(n=\sum_iN_i\zeta_i^2\) and replace \(N_sP\) by \(\int_z^\infty n\,dz'\). The same integration gives \(\int_0^\infty n(z)\int_z^\infty n(z')\,dz'dz=N_s^2/2\), and hence

\[
\frac1{N_s}\sum_iN_iF_i=\frac e\varepsilon\left(N_d+\frac{N_s}{2}\right).
\]

The density formula then fixes the weighted mean, not each \(F_i\).

## 7. Numbers for a model layer

Take \(m_z=0.9\) and \(m_p=0.2\) electron masses, relative permittivity 12, \(N_s=0.050\ \mathrm{nm^{-2}}\) and \(N_d=0.010\ \mathrm{nm^{-2}}\). Then \(e/\varepsilon=1.508\) V nm, and

\[
F_1=1.508\,(0.010+0.025)=0.0528\ \mathrm{V/nm}=0.528\ \mathrm{MV/cm}.
\]

The self-consistent Hartree solution has \(\zeta_1'(0)=1.1165\ \mathrm{nm^{-3/2}}\). With \(\hbar^2/2m_z=0.04233\ \mathrm{eV\,nm^2}\), the wall force is \(0.04233\times1.1165^2=0.0528\) eV/nm. The average of \(V'\) and the energy change of a shifted wall, with \(V\) fixed, give the same value to this accuracy.

The empty second subband has \(F_2=0.0254\) V/nm, less than half of \(F_1\). In the Hartree field, \(F_2=(e/\varepsilon)(N_d+N_s\langle P\rangle_2)\), so this value means \(\langle P\rangle_2\simeq0.14\): an electron in the second subband has, on average, only 14% of the inversion charge beyond it.

The levels are \(E_1=143.0\) meV and \(E_2=195.3\) meV, and \(\langle1|\partial_u|2\rangle=-0.4116\ \mathrm{nm^{-1}}\). The two parts of the intersubband element per unit \(\Delta_{\mathbf q}\) are

\[
0.0151+(-0.0523)(-0.4116)=0.0366\ \mathrm{eV/nm},
\]

which agrees with the product of wall slopes and with \(e\sqrt{F_1F_2}\). Keeping \(\langle1|V'|2\rangle\) alone would give about 41% of it.

If instead 0.035 and 0.015 \(\mathrm{nm^{-2}}\) are imposed as the populations of the two subbands, the self-consistent fields are 0.0607 and 0.0342 V/nm. Their weighted mean is again 0.0528 V/nm, although neither field has that value.

## 8. A sinusoidal wall as a test

Let \(V=eFz\) and \(\Delta=a_0\cos Qx\), so that \(\Delta_{\pm Q}=a_0/2\). In the first subband, the states \(k=\pm Q/2\) are degenerate and coupled by \(eFa_0/2\). Their splitting should be

\[
2|M_{11}|=eFa_0 .
\]

The intersubband case is more demanding. Here \(V'\) is constant, so \(\langle1|V'|2\rangle=0\) by orthogonality, while \(F_1=F_2=F\) requires \(M_{12}=eF\Delta_{\mathbf q}\). The whole element comes from the slope term.

Choose \(\hbar^2Q^2/2m_p=E_2-E_1\). The second subband at \(k=0\) is then degenerate with the first at \(k=\pm Q\). It couples to the even combination \((|Q\rangle+|-Q\rangle)/\sqrt2\) with strength \(2(eFa_0/2)/\sqrt2=eFa_0/\sqrt2\). The odd combination is uncoupled. The two mixed levels should be split by \(\sqrt2\,eFa_0\).

Both predictions were tested by combining Airy-function solutions so that \(\psi\) vanishes on the curved boundary itself, without the coordinate \(u\). For \(a_0=0.01\) nm, the intrasubband splittings at \(Q=0.3\), 0.6 and 1.0 \(\mathrm{nm^{-1}}\), and the intersubband splitting at \(Q=0.671\ \mathrm{nm^{-1}}\), agree with the predictions to better than one part in \(10^4\) of the splitting.

## 9. Random roughness and the relaxation time

For statistically uniform roughness with

\[
\langle\Delta(\mathbf r)\Delta(0)\rangle=\Delta_{\rm rms}^2e^{-r^2/\Lambda^2},
\]

one of the two area integrals in \(\langle|\Delta_{\mathbf q}|^2\rangle\) gives \(A\), and the other is a Gaussian transform:

\[
\langle|\Delta_{\mathbf q}|^2\rangle
=\frac1A\int\Delta_{\rm rms}^2e^{-r^2/\Lambda^2}e^{-i\mathbf q\cdot\mathbf r}d^2r
=\frac{\pi\Delta_{\rm rms}^2\Lambda^2}{A}e^{-q^2\Lambda^2/4}.
\]

Consider one occupied subband, with spin and valley conserved. The band and the roughness are isotropic in the plane, so the elastic scattering rate depends only on the angle \(\theta\) between \(\mathbf k\) and \(\mathbf k'\). The golden rule with the momentum-loss weight \(1-\cos\theta\) then gives

\[
\frac1\tau=\frac{2\pi}\hbar\sum_{\mathbf k'}\langle|M_{11}|^2\rangle(1-\cos\theta)\,
\delta\!\left(\frac{\hbar^2(k'^2-k^2)}{2m_p}\right).
\]

Replace the sum by \(A/(4\pi^2)\int k'dk'd\theta\). The delta function gives \(\int k'dk'\,\delta=m_p/\hbar^2\) and sets \(k'=k\), so \(q^2=2k^2(1-\cos\theta)\). With \(a=k^2\Lambda^2/2\),

\[
\frac1\tau=\frac{m_p(eF_1)^2\Delta_{\rm rms}^2\Lambda^2}{2\hbar^3}
\int_0^{2\pi}(1-\cos\theta)e^{-a(1-\cos\theta)}d\theta .
\]

Since \(\int_0^{2\pi}e^{a\cos\theta}\cos n\theta\,d\theta=2\pi I_n(a)\), with \(I_n\) the modified Bessel function,

\[
\boxed{\frac1\tau=\frac{\pi m_p}{\hbar^3}(eF_1)^2\Delta_{\rm rms}^2\Lambda^2\,e^{-a}\left[I_0(a)-I_1(a)\right]}
\]

For \(k\Lambda\ll1\) the Bessel factor tends to one, and the rate grows as \(\Lambda^2\). For \(k\Lambda\gg1\), the expansions \(I_0\simeq e^a(1+1/8a)/\sqrt{2\pi a}\) and \(I_1\simeq e^a(1-3/8a)/\sqrt{2\pi a}\) give

\[
e^{-a}(I_0-I_1)\simeq\frac{1}{2a\sqrt{2\pi a}}=\frac1{\sqrt\pi\,k^3\Lambda^3},
\qquad
\frac1\tau\simeq\frac{\sqrt\pi\,m_p(eF_1)^2\Delta_{\rm rms}^2}{\hbar^3k^3\Lambda}.
\]

Smooth roughness then deflects electrons through small angles, which relax little momentum.

For the model layer, take zero temperature, twofold valley degeneracy, \(\Delta_{\rm rms}=0.10\) nm and \(\Lambda=3.0\) nm. Counting two spins and two valleys gives \(N_s=k_F^2/\pi\), so \(k_F=0.396\ \mathrm{nm^{-1}}\). The Fermi energy, 29.9 meV above \(E_1\), is below the subband spacing of 52.3 meV, so one subband is occupied. Here \(a=0.707\), the Bessel factor is 0.371, \(eF_1\Delta_{\rm rms}=5.28\) meV and \(\hbar^2/2m_p=0.1905\ \mathrm{eV\,nm^2}\). Hence

\[
\frac\hbar\tau=\frac{\pi(0.00528)^2(3.0)^2}{2\times0.1905}\times0.371
=7.7\times10^{-4}\ \mathrm{eV}.
\]

This gives \(\tau=0.86\) ps and an unscreened mobility \(e\tau/m_p\simeq7.5\times10^3\ \mathrm{cm^2/(V\,s)}\). A direct sum over final states, with a numerical transform of the correlation function, agrees with the closed form.

If \(N_d\) is changed at fixed \(N_s\) and only one subband remains occupied, \(k_F\) stays fixed and this mobility varies as \(F_1^{-2}\). Lowering \(N_d\) also reduces the subband spacing, so the second subband begins to fill once the spacing falls below the Fermi energy. If \(N_s\) is changed, \(k_F\) changes too, and the inverse-square law alone does not describe the result.

## 10. Where the result stops

The golden rule needs weak scattering. The relevant measure is the total scattering rate, without the weight \(1-\cos\theta\), whose Bessel factor is \(e^{-a}I_0(a)\). Here \(\hbar\) times that rate is 1.15 meV, about 3.8% of the Fermi energy, while \(\hbar/\tau\) is about 2.6%. For \(k\Lambda\gg1\) the total rate is much larger than \(1/\tau\).

The expansion also needs small displacements and slopes. Flattening left two second-order terms, \(\Delta^2V''/2\) and \(-(\hbar^2/2m_p)|\nabla\Delta|^2\partial_u^2\). Consider the latter. Near \(r=0\) the correlation function is \(\Delta_{\rm rms}^2(1-r^2/\Lambda^2)\), so \(\langle|\nabla\Delta|^2\rangle=4\Delta_{\rm rms}^2/\Lambda^2\), and the mean of this term is

\[
\frac{\hbar^2}{2m_p}\frac{4\Delta_{\rm rms}^2}{\Lambda^2}\int_0^\infty\zeta_1'^2\,du=0.67\ \mathrm{meV}.
\]

That is 13% of \(eF_1\Delta_{\rm rms}\). Within one subband this mean is a uniform energy shift and does not scatter, but the fluctuations of the term about its mean do. The ratio is proportional to \(\Delta_{\rm rms}/\Lambda^2\) at fixed field, so tripling \(\Delta_{\rm rms}\) would raise it to about 38%. It is an indicator, not an error estimate: other second-order contributions, including virtual transitions to other subbands, are not evaluated.

Finally, \(M_{ij}\) is the bare element for fixed \(V\). In a real layer the electron density responds to the roughness and screens it, and the permittivity step at the rough surface changes the image forces. These effects add factors or terms that depend on \(q\), and screening is not a small correction here. The two-dimensional screening wave number \(q_s=(e^2/2\varepsilon)(2m_p/\pi\hbar^2)=1.26\ \mathrm{nm^{-1}}\) exceeds the largest momentum transfer \(2k_F=0.79\ \mathrm{nm^{-1}}\). Dividing \(M_{11}\) by the static single-subband dielectric function, with its form factor, raises the mobility by a factor of about five. A finite barrier also lets the electron enter the oxide. The mobility above therefore describes the stated model, not a measured device. The numerical output below gives the values to more digits.

## Computed values

```
normal mass m_z = 0.9 electron masses
in-plane mass m_p = 0.2 electron masses
relative permittivity = 12; valley degeneracy = 2
inversion density N_s = 0.050 nm^-2
depletion density N_d = 0.010 nm^-2
roughness rms = 0.10 nm; correlation length = 3.0 nm
hbar^2/(2 m_z) = 0.04233 eV nm^2
hbar^2/(2 m_p) = 0.19050 eV nm^2
e/permittivity = 1.5079 V nm
Hartree E1 = 143.02 meV; E2 = 195.30 meV
wall slope zeta_1'(0) = 1.1165 nm^-3/2
field from density formula = 0.052777 V/nm
field from wall slope = 0.052774 V/nm
field from average of dV/dz = 0.052777 V/nm
field from shifted-wall energy = 0.052778 V/nm
effective field, converted = 0.5278 MV/cm
field of empty second subband F2 = 0.025352 V/nm
intersubband wall product = 0.036577 eV/nm
intersubband <1|V'|2> alone = 0.015063 eV/nm
intersubband <1|d/dz|2> = -0.41156 nm^-1
intersubband volume expression = 0.036579 eV/nm
two-subband populations = 0.035, 0.015 nm^-2
two-subband fields F1, F2 = 0.060735, 0.034209 V/nm
two-subband weighted field = 0.052777 V/nm
sinusoidal wall amplitude = 0.010 nm
Q = 0.3 nm^-1: intrasubband splitting/theory = 0.999960
Q = 0.6 nm^-1: intrasubband splitting/theory = 0.999992
Q = 1.0 nm^-1: intrasubband splitting/theory = 0.999927
intersubband resonance Q = 0.6711 nm^-1
intersubband splitting/theory = 0.999982
Fermi wave number = 0.3963 nm^-1; Fermi energy = 29.92 meV
a = 0.7069; exp(-a)[I0(a)-I1(a)] = 0.37132
e F times roughness rms = 5.278 meV
mean slope-squared energy = 0.667 meV
slope-squared energy / (e F rms) = 0.126
hbar/tau closed form = 0.7676 meV
hbar/tau direct sum = 0.7675 meV
relaxation time = 0.8575 ps
unscreened roughness mobility = 7541 cm^2/(V s)
```
